Comment on reading an energy-loss peak as an absorption line

**The argument under review**

The argument concerns a model medium with two spectra. Its optical absorption has one line, at 0.300 hartree (8.16 eV). The energy-loss spectrum of fast electrons passing through it also has one line, at 0.500 hartree (13.61 eV). The author reasons as follows.

(a) A medium takes up energy at its transition frequencies, whatever the probe.
(b) The loss peak therefore marks a second transition, at 0.500 hartree, which light hardly excites.
(c) The transition at 0.300 hartree is, conversely, nearly forbidden for electrons.
(d) In a dilute gas the two spectra agree, so a disagreement here must come from selection rules.

The question is whether two transitions are needed at all. I examine it with the simplest medium that has just one.

**One oscillator and its dielectric function**

I use Hartree atomic units with Gaussian-type fields, so that D = E + 4πP, and the time factor exp(−iωt). The medium is homogeneous and isotropic, with n bound electrons per volume, all with resonance frequency ω0 and damping γ. The response is local: P at a point depends on the field at that point. An electron has charge −1 and mass 1, so its displacement x obeys

x″ + γx′ + ω0²x = −E,  P = −nx.

Here E is the total macroscopic field; the local-field correction is taken up below. For a field of frequency ω, each time derivative gives a factor −iω, hence

(ω0² − ω² − iγω) x = −E,
P = nE/(ω0² − ω² − iγω).

Writing D = εE and ωp² = 4πn gives

ε = 1 + ωp²/(ω0² − ω² − iγω).

**Claim (a): the power depends on which field is given**

The current density is J = dP/dt, with amplitude −iωP = −iω(ε − 1)E/(4π). The time average of a product of two oscillating quantities is half the real part of one amplitude times the conjugate of the other. Since Re(−iz) = Im z, the mean power taken up per volume is

p = ½ Re(J E*) = ω Im ε |E|²/(8π).

This is absorption at a given total field. If D is given instead, then E = D/ε and

p = ω (Im ε/|ε|²) |D|²/(8π) = ω Im(−1/ε) |D|²/(8π).

The last step uses −1/ε = −ε*/|ε|², whose imaginary part is Im ε/|ε|². Both lines describe the same friction in the same oscillators. They differ in the field that is held fixed while ω is varied, and |ε|² varies strongly near a resonance. Claim (a) overlooks this factor.

A fast electron fixes D. Its charge density ρ enters through div D = 4πρ. If retardation is neglected, E has no curl, and in a homogeneous medium D = εE has none either. D is then the Coulomb field that the electron would have in vacuum, whatever the medium does.

**Claim (b): where the loss peak comes from**

Insert E = D − 4πP = D + 4πnx into the equation of motion:

x″ + γx′ + ω0²x = −D − 4πnx,
x″ + γx′ + (ω0² + ωp²)x = −D.

The displaced electrons leave induced charge behind, and the field of that charge pulls them back. This adds ωp² to the squared frequency. A light wave is transverse: its polarization has no divergence, so it creates no induced charge inside the medium and no such extra force. This holds for the bulk; charge can still collect at surfaces. A free film 20 bohr thick with the parameters used below absorbs p-polarized light at 60° incidence at both 0.300 and 0.500 hartree, a small sphere absorbs at 0.379 hartree, and the surface loss ω Im[−1/(ε + 1)] peaks at 0.412 hartree. With

Ω² = ω0² + ωp²,

the same result follows from ε itself. Let A = ω0² − ω² − iγω. Then ε = (A + ωp²)/A, and

1/ε = A/(A + ωp²) = 1 − ωp²/(A + ωp²) = 1 − ωp²/(Ω² − ω² − iγω).

So Im ε and Im(−1/ε) have one common form, with W = ω0 for absorption and W = Ω for loss. Multiplied by ω, as in the power, it reads

ω Im[ωp²/(W² − ω² − iγω)]
= ωp²γω²/[(W² − ω²)² + γ²ω²]
= ωp²γ/[(W²/ω − ω)² + γ²].

The denominator is smallest where W²/ω = ω. The absorbed power at given E therefore peaks at ω0 and the lost power at given D peaks at Ω, for any γ > 0. Both peaks have height ωp²/γ. The half-height points satisfy ω² ± γω − W² = 0; their positive roots are √(W² + γ²/4) ∓ γ/2, so the full width is γ in both cases.

If Im ε or Im(−1/ε) is plotted without the factor ω, the peak moves slightly. Setting the derivative of ω/[(W² − ω²)² + γ²ω²] to zero gives, with s = ω²,

(W² − s)² + γ²s + 4s(W² − s) − 2γ²s = 0,
3s² − (2W² − γ²)s − W⁴ = 0.

With s = W² + δ, the leading terms are 4W²δ + γ²W² = 0, so δ ≈ −γ²/4 and the peak lies at about W − γ²/(8W).

**The two spectra from one set of parameters**

Take ω0 = 0.3, ωp = 0.4 and γ = 0.02 hartree, round values that stand for no particular material. The density is n = 0.16/(4π) = 0.0127 bohr⁻³, and

Ω = √(0.09 + 0.16) = 0.5 hartree.

Both lines of the argument under review appear, with one transition. Each power spectrum has height 0.16/0.02 = 8 hartree. Dropping the factor ω moves the peak positions down by only 0.00017 and 0.0001 hartree; the heights, about ωp²/(γW), then differ, 26.7 for Im ε and 16.0 for Im(−1/ε).

The power per volume, divided by the squared amplitude of the given field, is in atomic units:

ω = 0.3: E given 0.3183, D given 0.0004
ω = 0.4: E given 0.0041, D given 0.0025
ω = 0.5: E given 0.0012, D given 0.3183

The large entries are 8/(8π) = 0.3183.

The model also fixes the integrated strength of each line. Put y = ω − W²/ω, which runs from −∞ to ∞ as ω runs from 0 to ∞. Then ω = ½[y + √(y² + 4W²)] and dω = ½[1 + y/√(y² + 4W²)]dy. The second term is odd in y and drops out, leaving

∫₀^∞ ωp²γ dω/[(W²/ω − ω)² + γ²] = ½ωp² ∫ γ dy/(y² + γ²) = πωp²/2.

This does not contain W. Both spectra carry 0.2513 hartree², the full strength of the same n electrons. The argument under review quotes no strengths, so this does not by itself exclude a second transition; it is a prediction, an area π(Ω² − ω0²)/2 for each line, against which measured strengths could be checked.

**Claim (c): the electron does act on the oscillator at ω0**

Consider a point at distance b from the straight path of an electron with constant speed v. The components of D there have magnitudes b/(b² + v²t²)^(3/2) across the path and v|t|/(b² + v²t²)^(3/2) along it. Define D(ω) = ∫D(t) exp(iωt) dt. With vt = bu and z = ωb/v,

|D(ω)|² = (2/(bv))² [C² + S²],
C = ∫₀^∞ cos(zu)/(1 + u²)^(3/2) du,
S = ∫₀^∞ u sin(zu)/(1 + u²)^(3/2) du.

The energy left per volume is ∫J·E dt. Written as a frequency integral it is (1/2π)∫ω Im ε |E(ω)|²/(4π) dω over all ω. Positive and negative frequencies contribute equally, so it equals

(1/4π²) ∫₀^∞ ω Im(−1/ε) |D(ω)|² dω.

For v = 10 atomic units and b = 20 bohr, |D(ω)|² varies over a range of about v/b = 0.5 hartree, which is 25 times γ. It cannot move a narrow peak far. Numerical quadrature puts the maximum of the integrand at 0.4999 hartree. Of the deposited energy, 89.5% lies within 0.05 hartree of Ω and 0.8% within 0.05 hartree of ω0. These shares depend on b. Once v/b falls well below Ω, the field carries little weight at Ω: at b = 120 bohr the share near Ω is 31%, and at b = 200 bohr the maximum has moved to 0.07 hartree. Summed over all b above 4 bohr, the shares are 88.7% and 0.65%.

No selection rule suppresses the line at ω0. The electron supplies D at that frequency, but the medium screens it. There

ε(ω0) = 1 + ωp²/(−iγω0) = 1 + ig,  g = ωp²/(γω0),

so the ratio of loss to absorption is 1/|ε|² = 1/(1 + g²). With g = 0.16/0.006 = 26.7 this is 0.0014.

**Claim (d): what "dilute" has to mean**

The premise of (d) is sound for a local response (in a real gas, at small momentum transfer), but the conclusion does not follow, because the separation depends on density:

Ω − ω0 = (Ω² − ω0²)/(Ω + ω0) = ωp²/(Ω + ω0).

It is never zero at nonzero density. For ωp ≪ ω0 it is about ωp²/(2ω0), or g/2 line widths. For γ below about ω0, the spectra merge when g ≪ 1, that is ωp² ≪ γω0; an overdamped line also needs ωp² ≪ ω0² (at γ = 10 hartree and g = 0.027 the spectra still differ by 31% of the height). For γ < ω0 this asks for more than ωp² ≪ ω0².

The remaining difference can be estimated for g ≪ 1 and γ ≪ ω0. In units of its height, each power spectrum is 1/(1 + q²) with q = (ω − W²/ω)/γ. Replacing ω0² by Ω² changes q by −ωp²/(γω), which is about −g near the line. The slope of 1/(1 + q²) has magnitude 2q/(1 + q²)², largest at q = 1/√3, where it is 3√3/8 = 0.65. The largest difference is thus about 0.65g of the peak height.

Lowering the density at fixed ω0 and γ gives the following values. The last column is the largest difference of the power spectra, relative to the peak height, found on a fine frequency grid.

density | g | loss peak (hartree) | difference
n | 26.7 | 0.5000 | 0.999
n/10 | 2.67 | 0.3256 | 0.879
n/100 | 0.267 | 0.3027 | 0.174
n/1000 | 0.0267 | 0.3003 | 0.018

At n/100 the peaks are less than 1% apart in frequency, yet the spectra still differ by 17% of the height. The fixed γ = 0.02 hartree (0.54 eV) is not a gas-phase line width. With one such oscillator per atom at 1 atm and 300 K, n = 3.6×10⁻⁶ bohr⁻³ and the shift is 2 meV, which is large against a Doppler width but only 4% of an instrumental resolution of 50 meV. The shift has to be compared with the width actually observed.

**Two further points for the revision**

A loss peak should not be identified with a zero of Re ε without a condition. With u = ω² − ω0²,

Re ε = 1 − ωp²u/(u² + γ²ω²).

A zero requires u² − (ωp² − γ²)u + γ²ω0² = 0 with u > 0. Such a root exists if ωp² ≥ γ² + 2γω0, here 0.0124 hartree². At full density there are two zeros, at 0.3004 and 0.4994 hartree. The lower one gives no loss peak, because Im ε is large there. At n/100, ωp² = 0.0016 hartree² and there is no zero, but the loss peak is still shifted to Ω.

"Absorption" must also be defined. A light wave varies as exp(iω√ε z/c), so its intensity decays with the coefficient 2ω Im√ε/c. At full density a numerical search puts the maximum of this coefficient at 0.306 hartree, not at ω0. It also stays large where Re ε is negative, although little power is dissipated there: at 0.4 hartree, where ε = −1.26 + 0.26i, it is still 37% of its maximum, while ω Im ε is 1.3% of its peak. An attenuation spectrum has to be converted to ω Im ε before it is compared with ω Im(−1/ε). A measured loss spectrum needs conversion too. It counts events, which divides the energy spectrum by ω, and it carries a slowly varying factor from the sum over b (1.3 between 0.3 and 0.5 hartree for v = 10 and b above 4 bohr). Without the factor ω the areas are not equal: 0.820 hartree for Im ε and 0.496 hartree for Im(−1/ε).

**What the two peaks do measure**

Within this model the data give Ω² − ω0² = 0.25 − 0.09 = 0.16 hartree² = 4πn, so the separation measures the density of oscillators, n = 0.0127 bohr⁻³, and not a second level.

Neither peak need be the line of an isolated atom. For point dipoles in a cubic arrangement, each electron feels E + 4πP/3. With bare frequency ωa, the extra force −4πP/3 = (4πn/3)x gives

ω0² = ωa² − ωp²/3,  Ω² = ωa² + 2ωp²/3.

Here ωa = √(0.09 + 0.0533) = 0.379 hartree, between the two peaks. On dilution at fixed ωa both peaks move towards it, while the difference of their squares remains ωp².

With several resonances, or a response that depends on wavelength, the simple formula for Ω fails. A distant resonance is enough: a second oscillator at 2 hartree that raises the background ε to about 2 moves the loss peak to 0.410 hartree. The density read from the separation then falls to 0.0062 bohr⁻³, half the true value, and the area of the loss line is 0.059 hartree² against π(Ω² − ω0²)/2 = 0.123. For any local isotropic ε, the relation Im(−1/ε) = Im ε/|ε|² remains, and a loss peak should be assigned to a transition only after the effect of |ε|² has been examined.

Numerical values quoted here were computed with a short program.
